# Barrett's Formula and the Suppression of Ferroelectric Order by Zero-Point Motion: a program that tests the result

```python
"""Barrett's formula for quantum anharmonic oscillators coupled in mean field.

Result under test:
    chi(T) = C / [(T1/2) coth(T1/(2T)) - T0],
and no ferroelectric order at any temperature when T1/2 > T0.

Site potential a u^2/2 + b u^4/4, total coupling J, mass m, charge q.
K = m Omega^2 = a + 3 b <u^2> at T = 0 is the reference stiffness,
k T1 = hbar Omega, and g = 3 b <u^2>(T=0) / K measures anharmonicity.
Reduced units: hbar = m = K = 1, so a = 1 - g, b = 2 g / 3, and the
reduced temperature is t = T/T1.
The 'denominator' is (1/chi_site - J) converted to kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

# Rough, rounded values in the regime of strontium titanate
T1, T0, C = 80.0, 35.0, 8.0e4          # K
cell_nm, mass_u, charge_e = 0.39, 20.0, 8.0
T0_ordered = 50.0                      # K, comparison case that orders
g_weak = 0.005                         # weakly anharmonic comparison

# Operators in a harmonic basis; padding keeps the cut matrices exact
size = 120
lower = np.diag(np.sqrt(np.arange(1, size + 8)), 1)
x_full = (lower + lower.T) / np.sqrt(2)
d_full = (lower - lower.T) / np.sqrt(2)
X1 = x_full[:size, :size]
X2 = (x_full @ x_full)[:size, :size]
X4 = np.linalg.matrix_power(x_full, 4)[:size, :size]
P2 = -(d_full @ d_full)[:size, :size]


def levels(g, force=0.0, mass=1.0):
    h = P2 / (2 * mass) + (1 - g) / 2 * X2 + g / 6 * X4 - force * X1
    return eigh(h)


def populations(energy, t):
    if t == 0:
        p = np.zeros(len(energy))
        p[0] = 1.0
        return p
    p = np.exp(-(energy - energy[0]) / t)
    return p / p.sum()


def mean_x(g, force, t):
    energy, vec = levels(g, force)
    return populations(energy, t) @ np.sum(vec * (X1 @ vec), axis=0)


def site_stiffness(g, t, mass=1.0):
    """Inverse isothermal response from all pairs of exact levels."""
    energy, vec = levels(g, 0.0, mass)
    p = populations(energy, t)
    x = vec.T @ X1 @ vec
    gap = energy[None, :] - energy[:, None]
    np.fill_diagonal(gap, 1.0)
    return 1 / np.sum(x**2 * (p[:, None] - p[None, :]) / gap)


def coupling(g, t0):
    return 1 - g + 2 * g * t0 / T1


def exact_denominator(g, temp, t0):
    return (site_stiffness(g, temp / T1) - coupling(g, t0)) * T1 / (2 * g)


def half_coth(temp):
    return T1 / 2 if temp == 0 else T1 / 2 / np.tanh(T1 / (2 * temp))


def barrett_denominator(temp, t0):
    return half_coth(temp) - t0


# Thermal mean square of the harmonic oscillator from its level sum
n_level = np.arange(400)
for temp in (20.0, 100.0, 300.0):
    w = np.exp(-n_level * T1 / temp)
    level_sum = np.sum(w * (n_level + 0.5)) / w.sum()
    assert abs(level_sum - half_coth(temp) / T1) < 1e-10

# Response from level pairs against the derivative of the mean displacement
step = 1e-4
slope = (mean_x(0.4, step, 0.5) - mean_x(0.4, -step, 0.5)) / (2 * step)
assert abs(slope * site_stiffness(0.4, 0.5) - 1) < 1e-6

# The first-order stiffness must have an error that is quadratic in g
def first_order_error(g, t):
    formula = 1 - g + 2 * g * half_coth(t * T1) / T1
    return site_stiffness(g, t) - formula


error_ratios = []
for t in (0.0, 0.5):
    ratio = first_order_error(0.01, t) / first_order_error(0.005, t)
    error_ratios.append(ratio)
    assert abs(ratio - 4) < 0.25


# Self-consistent mean field in a small applied force
def solve_mean_field(g, t0, force, t):
    j = coupling(g, t0)
    return brentq(lambda u: mean_x(g, force + j * u, t) - u,
                  0, 1.5, xtol=1e-13)


small_force = 1e-7
response = solve_mean_field(g_weak, T0, small_force, 0.0) / small_force
gap_exact = site_stiffness(g_weak, 0.0) - coupling(g_weak, T0)
assert abs(response * gap_exact - 1) < 1e-3

# Cubic law: force = linear stiffness * u + b u^3, with b u^2 = 0.1 * linear
gap_formula = 2 * g_weak * barrett_denominator(0, T0) / T1
u_cubic = np.sqrt(0.1 * gap_formula / (2 * g_weak / 3))
u_solved = solve_mean_field(g_weak, T0, 1.1 * gap_formula * u_cubic, 0.0)
assert abs(u_solved / u_cubic - 1) < 0.03

# SI constants of the example
kB, hbar, e = const.k, const.hbar, const.e
mass = mass_u * const.atomic_mass
charge = charge_e * e
density = 1 / (cell_nm * 1e-9)**3
omega = kB * T1 / hbar
K = mass * omega**2
b = density * charge**2 * K / (3 * kB * const.epsilon_0 * C)
u2_zero = hbar / (2 * mass * omega)
g_example = 3 * b * u2_zero / K
a = K - 3 * b * u2_zero
J = a + 3 * b * kB * T0 / K
assert abs(J / K - coupling(g_example, T0)) < 1e-12

# A nonzero solution exists exactly when J * chi_site > 1
trial = np.geomspace(0.02, 2, 12)
for g in (g_weak, g_example):
    for t0 in (30.0, 35.0, 45.0, 50.0):
        j = coupling(g, t0)
        ordered = any(mean_x(g, j * u, 0.0) > u for u in trial)
        assert ordered == (j > site_stiffness(g, 0.0))
        if g == g_weak:
            assert ordered == (t0 > T1 / 2)

# Transition temperature of the comparison case
Tc_formula = T1 / 2 / np.arctanh(T1 / (2 * T0_ordered))
Tc_exact = brentq(lambda s: exact_denominator(g_weak, s, T0_ordered), 5, 80)
assert abs(Tc_exact - Tc_formula) < 0.5

# Classical motion in the same potential with the same coupling
def classical_balance(temp):
    t = temp / T1

    def weight(x):
        return np.exp(-((1 - g_weak) * x**2 / 2 + g_weak * x**4 / 6) / t)
    cut = 12 * np.sqrt(t)
    top = quad(lambda x: x**2 * weight(x), 0, cut, epsabs=1e-13)[0]
    bottom = quad(weight, 0, cut, epsabs=1e-13)[0]
    return t * bottom / top - coupling(g_weak, T0)


Tc_classical = brentq(classical_balance, 10, 80)
assert abs(Tc_classical - T0) < 1.0
assert exact_denominator(g_weak, 0, T0) > 0

# Mass factor that restores order at zero temperature
mass_formula = (T1 / (2 * T0))**2
mass_exact = brentq(lambda s: site_stiffness(g_weak, 0.0, s)
                    - coupling(g_weak, T0), 1.0, 4.0)
assert abs(mass_exact - mass_formula) < 0.02

# Intersite correlations: nearest-neighbour harmonic lattice at T = 0
def correlated_factor(j, k_values):
    c = np.cos(k_values)
    mean_cos = (c[:, None, None] + c[None, :, None] + c[None, None, :]) / 3
    return np.mean(1 / np.sqrt(1 - j * mean_cos))


j_example = J / K
edge = 5
one = np.eye(edge)
ring = np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0)
neighbours = (np.kron(np.kron(ring, one), one)
              + np.kron(np.kron(one, ring), one)
              + np.kron(np.kron(one, one), ring))
val, vec = eigh(np.eye(edge**3) - j_example * neighbours / 6)
site_value = np.sum(vec[0]**2 / np.sqrt(val))
k_small = 2 * np.pi * np.arange(edge) / edge
assert abs(site_value - correlated_factor(j_example, k_small)) < 1e-10
k_fine = 2 * np.pi * (np.arange(60) + 0.5) / 60
correlation_shift = T1 / 2 * (correlated_factor(j_example, k_fine) - 1)

# Temperature table, with Barrett's result tested at weak anharmonicity
temps = (0.0, 10.0, 20.0, 35.0, 50.0, 100.0, 300.0)
rows = []
for temp in temps:
    d = barrett_denominator(temp, T0)
    weak = exact_denominator(g_weak, temp, T0)
    strong = exact_denominator(g_example, temp, T0)
    rows.append((temp, C / d, d, weak, strong))
    if temp <= 100:
        assert abs(weak / d - 1) < 0.05
table = np.array(rows)
assert np.all(np.diff(table[:, 3]) > 0)
assert np.all(np.diff(table[:, 4]) > 0)

margin = T1 / 2 - T0
anharmonic_shift = table[0, 4] - table[0, 2]
T_valid = T1 / 2 / np.arctanh(1 / (1 + 0.1 / g_example))
linear = 3 * b * kB * margin / K
u_field = np.sqrt(0.1 * linear / b)
field = 1.1 * linear * u_field / charge
to_ev2 = 1e-18 / e
to_ev4 = 1e-36 / e

print(f"Input T1, T0, C: {T1:.0f} K, {T0:.0f} K, {C:.0f} K")
print(f"Input cell edge: {cell_nm:.2f} nm")
print(f"Input mode mass, charge: {mass_u:.0f} u, {charge_e:.0f} e")
print(f"T1/2: {T1/2:.1f} K; margin T1/2 - T0: {margin:.1f} K")
print(f"On-site quantum hbar*Omega: {hbar*omega/e*1e3:.2f} meV")
print(f"Reference stiffness K: {K*to_ev2:.2f} eV/nm^2")
print(f"Bare stiffness a: {a*to_ev2:.2f} eV/nm^2")
print(f"Coupling J: {J*to_ev2:.2f} eV/nm^2")
print(f"Quartic constant b: {b*to_ev4:.0f} eV/nm^4")
print(f"Zero-point rms displacement: {np.sqrt(u2_zero):.3e} m"
      f" = {np.sqrt(u2_zero)*1e9:.4f} nm")
print(f"Anharmonicity g of the example: {g_example:.3f}")
print(f"Anharmonicity g of the weak case: {g_weak:.3f}")
print("T (K) | chi Barrett | denominators (K): Barrett, exact weak,"
      " exact example")
for temp, chi, d, weak, strong in rows:
    print(f"{temp:5.0f} | {chi:8.0f} | {d:8.2f} {weak:8.2f} {strong:8.2f}")
print(f"Error ratio on doubling g, T=0: {error_ratios[0]:.3f}")
print(f"Error ratio on doubling g, T=T1/2: {error_ratios[1]:.3f}")
print(f"Classical ordering temperature, weak case: {Tc_classical:.2f} K")
print(f"Comparison case T0: {T0_ordered:.0f} K")
print(f"  Tc from formula: {Tc_formula:.2f} K")
print(f"  Tc from diagonalization, weak case: {Tc_exact:.2f} K")
print(f"Critical mass factor, formula: {mass_formula:.3f}")
print(f"Critical mass factor, diagonalization: {mass_exact:.3f}")
print(f"Field where cubic force is 10% of linear, T=0: {field/1e5:.2f} kV/cm")
print(f"  displacement at that field: {u_field*1e9:.5f} nm")
print("Neglected effects at T=0, as shifts of the denominator:")
print(f"  higher-order anharmonicity: {anharmonic_shift:+.2f} K")
print(f"  intersite correlations (estimate): {correlation_shift:+.2f} K")
print(f"Temperature where g*(coth-1) = 0.1: {T_valid:.1f} K")
print("OK")
```

Running it gives:

```
Input T1, T0, C: 80 K, 35 K, 80000 K
Input cell edge: 0.39 nm
Input mode mass, charge: 20 u, 8 e
T1/2: 40.0 K; margin T1/2 - T0: 5.0 K
On-site quantum hbar*Omega: 6.89 meV
Reference stiffness K: 22.74 eV/nm^2
Bare stiffness a: 12.98 eV/nm^2
Coupling J: 21.52 eV/nm^2
Quartic constant b: 21465 eV/nm^4
Zero-point rms displacement: 1.231e-11 m = 0.0123 nm
Anharmonicity g of the example: 0.429
Anharmonicity g of the weak case: 0.005
T (K) | chi Barrett | denominators (K): Barrett, exact weak, exact example
    0 |    16000 |     5.00     4.96     2.71
   10 |    15915 |     5.03     4.98     2.73
   20 |    12322 |     6.49     6.43     3.64
   35 |     5691 |    14.06    13.91     7.94
   50 |     3170 |    25.24    24.90    13.67
  100 |     1138 |    70.28    68.70    32.83
  300 |      300 |   266.78   251.58    89.34
Error ratio on doubling g, T=0: 3.966
Error ratio on doubling g, T=T1/2: 3.929
Classical ordering temperature, weak case: 35.08 K
Comparison case T0: 50 K
  Tc from formula: 36.41 K
  Tc from diagonalization, weak case: 36.65 K
Critical mass factor, formula: 1.306
Critical mass factor, diagonalization: 1.304
Field where cubic force is 10% of linear, T=0: 4.00 kV/cm
  displacement at that field: 0.00238 nm
Neglected effects at T=0, as shifts of the denominator:
  higher-order anharmonicity: -2.29 K
  intersite correlations (estimate): +3.49 K
Temperature where g*(coth-1) = 0.1: 35.4 K
OK
```
